# A Lookup Table for Surface-Potential Spread and Interface-State Density: test program

```python
"""
Conductance method for interface states with a fluctuating surface potential.
Result under test: the ratio r = (Gp/omega at 5*omega_p)/(Gp/omega at omega_p)
fixes s = sigma/kT, and the state density is D = (Gp/omega)_peak/(e*f_D(s)).
  h(z)   = ln(1+y^2)/(2y), y = exp(z) = omega*tau : loss of a uniform patch
  F(z,s) = h averaged over a normal spread s of ln(tau)
  f_D    = peak value of F over z;  z_p = position of the peak
D is in 1/(eV cm2), capacitances and Gp/omega are in F/cm2.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar
from scipy.stats import norm

LN5 = np.log(5.0)
W_STEP = 0.05
W = np.arange(0.0, 26.0, W_STEP)
W_WEIGHT = np.full(W.size, W_STEP)
W_WEIGHT[0] *= 0.5


def h(z):
    y = np.exp(z)
    return np.log1p(y * y) / (2 * y)


def F(z, s, order=0):
    """Averaged loss, or its z-derivative, from the Fourier integral."""
    kernel = (-1j * W) ** order * np.exp(-1j * W * z) / (1 - 1j * W)
    damp = np.exp(-0.5 * (s * W) ** 2) / np.cosh(np.pi * W / 2)
    return 0.5 * np.sum(W_WEIGHT * damp * kernel.real)


def row(s):
    """Return z_p, f_D, r (high side), r_low (low side)."""
    zp = brentq(lambda z: F(z, s, 1), -1.0, 3.0, xtol=1e-13)
    peak = F(zp, s)
    return zp, peak, F(zp + LN5, s) / peak, F(zp - LN5, s) / peak


def slopes(s):
    """Derivatives of f_D and r with respect to t = s^2/2."""
    zp, peak, r, _ = row(s)
    f2, f3 = F(zp, s, 2), F(zp, s, 3)
    z5 = zp + LN5
    shift = -f3 / f2
    log_r = (F(z5, s, 2) + shift * F(z5, s, 1)) / F(z5, s) - f2 / peak
    return f2, r * log_r


def invert(r):
    """Solve r(s) = r without the table."""
    s = brentq(lambda q: row(q)[2] - r, 0.0, 8.0, xtol=1e-11)
    return s, row(s)[1]


# ---------------------------------------------------------------- the table
S_NODES = np.arange(0.0, 5.01, 0.5)
TABLE = np.array([row(s) for s in S_NODES])
KEY = 1 / np.log(1 / TABLE[:, 2])


def lookup(r):
    """Linear interpolation; returns s, f_D, z_p."""
    if not TABLE[0, 2] <= r <= TABLE[-1, 2]:
        raise ValueError("ratio outside the range of the model table")
    key = 1 / np.log(1 / r)
    s = np.sqrt(np.interp(key, KEY, S_NODES ** 2))
    f_d = np.interp(key, KEY, TABLE[:, 1] ** -2) ** -0.5
    return s, f_d, np.interp(key, KEY, TABLE[:, 0])


# ------------------------------------------- test: one level, in time domain
# Rate equation with tau = 1, potential a*cos(omega t) in units of kT.
a_drive, om, level = 1e-3, 2.0, 0.7
f0 = 1 / (1 + np.exp(level))
emission = (1 - f0) / f0
period = 2 * np.pi / om
t_last = 10 * period + np.arange(200) * period / 200
sol = solve_ivp(
    lambda t, f: np.exp(a_drive * np.cos(om * t)) * (1 - f) - emission * f,
    (0, 11 * period), [f0], method="DOP853", t_eval=t_last,
    rtol=1e-11, atol=1e-14, max_step=period / 40)
loss_time = 2 * np.mean(sol.y[0] * np.sin(om * t_last)) / a_drive
loss_level = f0 * (1 - f0) * om * f0 / (1 + (om * f0) ** 2)
assert abs(loss_time / loss_level - 1) < 1e-4

# ------------------------------------------- test: energy and area averages
X = np.arange(-40.0, 40.05, 0.1)     # (E - E_F)/kT
OCC = 1 / (1 + np.exp(X))


def energy_loss(y, slope=0.0):
    """Sum over levels; D varies as exp(slope*(E-E_F)/kT)."""
    yf = np.asarray(y)[..., None] * OCC
    weight = 0.1 * OCC * (1 - OCC) * np.exp(slope * X)
    return np.sum(weight * yf / (1 + yf ** 2), axis=-1)


for y in (0.2, 2.0, 15.0):
    assert abs(energy_loss(y) / h(np.log(y)) - 1) < 1e-8

for s in (0.6, 1.7, 4.0):
    for z in (-1.0, 0.8, 2.5):
        direct = quad(lambda q: norm.pdf(q) * h(z - s * q), -9, 9,
                      epsabs=1e-12, epsrel=1e-11, limit=200)[0]
        assert abs(F(z, s) - direct) < 1e-9
assert abs(F(0.4, 0.0) - h(0.4)) < 1e-11

# log-concavity of h, hence a single peak
z_grid = np.arange(-4.0, 6.0, 0.1)
assert np.max(np.diff(np.log(h(z_grid)), 2)) < 0

# mean and variance of h as a density in z
moments = [quad(lambda z: z ** n * h(z), -40, 60, points=[0, 5],
                limit=400, epsabs=1e-11)[0] for n in range(3)]
area_h = moments[0]
mean_h = moments[1] / area_h
var_h = moments[2] / area_h - mean_h ** 2
assert abs(area_h - np.pi / 2) < 1e-7
assert abs(mean_h - 1) < 1e-6
assert abs(var_h - 1 - np.pi ** 2 / 4) < 1e-6

# slopes against finite differences, and signs over the table range
for s in (0.5, 1.3, 3.0):
    t, dt = s * s / 2, 1e-4
    up, down = row(np.sqrt(2 * (t + dt))), row(np.sqrt(2 * (t - dt)))
    d_f, d_r = slopes(s)
    assert abs((up[1] - down[1]) / (2 * dt) / d_f - 1) < 1e-5
    assert abs((up[2] - down[2]) / (2 * dt) / d_r - 1) < 1e-5
for s in np.linspace(0, 5, 101):
    d_f, d_r = slopes(s)
    assert d_f < 0 < d_r

# interpolation between nodes
err_s = err_f = 0.0
for s in np.linspace(0.05, 4.95, 99):
    exact = row(s)
    got = lookup(exact[2])
    err_s = max(err_s, abs(got[0] - s))
    err_f = max(err_f, abs(got[1] / exact[1] - 1))
assert err_s < 0.03 and err_f < 0.005

# wide-spread limit at the last node
V_last = S_NODES[-1] ** 2 + 1 + np.pi ** 2 / 4
f_wide = (np.pi / 2) / np.sqrt(2 * np.pi * V_last)
s_wide = np.sqrt(LN5 ** 2 / 2 * KEY[-1] - 1 - np.pi ** 2 / 4)
assert abs(f_wide / TABLE[-1, 1] - 1) < 0.01
assert abs(s_wide - S_NODES[-1]) < 0.05

# a single trap level gives a ratio that the table must refuse
r_single = (5 / 26) / (1 / 2)
try:
    lookup(r_single)
    refused = False
except ValueError:
    refused = True
assert refused

# ---------------------------------------------------------- worked example
T = 300.0
kT = const.k * T / const.e                     # eV
e = const.e
eps0 = const.epsilon_0 * 1e-2                  # F/cm
eps_si, eps_ox = 11.7 * eps0, 3.9 * eps0
t_ox_nm, doping, capture = 10.0, 1e16, 1e-8    # nm, cm^-3, cm3/s
n_i = 1e10                                     # cm^-3, rough
freq_p, gp_p, gp_5 = 1e4, 5.0e-9, 4.0e-9
r_ex = gp_5 / gp_p
s_tab, fd_tab, zp_tab = lookup(r_ex)
D_tab = gp_p / (e * fd_tab)
D_plain = gp_p / (e * TABLE[0, 1])
s_ex, fd_ex = invert(r_ex)
D_ex = gp_p / (e * fd_ex)
omega_p = 2 * np.pi * freq_p
tau = np.exp(row(s_ex)[0]) / omega_p
u_mean = np.log(doping * capture * tau)        # band bending / kT
C_ox = eps_ox / (t_ox_nm * 1e-7)
debye = np.sqrt(eps_si * kT / (e * doping))    # cm

# ------------------------------ simulated capacitor, with and without patches
Q = np.linspace(-8, 8, 801)
Q_WEIGHT = norm.pdf(Q) * (Q[1] - Q[0])
V_SHIFT = s_ex * Q                             # local shift / kT


def depletion_cap(u):
    root = np.sqrt(2 * (np.exp(-u) + u - 1))
    return eps_si / debye * np.abs(1 - np.exp(-u)) / root


def measured_loss(ln_w, patchwise, cox=C_ox, r_series=0.0):
    """Terminal admittance, then removal of the oxide capacitance."""
    w = np.exp(ln_w)
    y = w * tau * np.exp(-V_SHIFT)
    traps = e * D_ex * np.log(1 + 1j * y) / (1j * y)
    if patchwise:
        c = depletion_cap(u_mean - V_SHIFT) + traps
        total = np.sum(Q_WEIGHT * cox * c / (cox + c))
    else:
        c = depletion_cap(u_mean) + np.sum(Q_WEIGHT * traps)
        total = cox * c / (cox + c)
    admittance = 1 / (1 / (1j * w * total) + r_series)
    g_m, c_m = admittance.real, admittance.imag / w
    return w * g_m * cox ** 2 / (g_m ** 2 + (w * (cox - c_m)) ** 2)


def extract(loss):
    """Find the peak, form the ratio, return sigma/kT and D."""
    start = np.log(omega_p)
    best = minimize_scalar(lambda q: -loss(q) / gp_p, method="bounded",
                           bounds=(start - 2, start + 2),
                           options={"xatol": 1e-9})
    peak = loss(best.x)
    s, f_d = invert(loss(best.x + LN5) / peak)
    return s, peak / (e * f_d)


s_back, D_back = extract(lambda q: measured_loss(q, False))
assert abs(s_back - s_ex) < 1e-4 and abs(D_back / D_ex - 1) < 1e-4
s_thin, D_thin = extract(lambda q: measured_loss(q, True, 1e4 * C_ox))
assert abs(s_thin - s_ex) < 2e-3 and abs(D_thin / D_ex - 1) < 2e-3
s_patch, D_patch = extract(lambda q: measured_loss(q, True))
r_sub = 0.5 * 0.05                             # ohm cm2: 0.5 ohm cm, 0.05 cm
s_res, D_res = extract(lambda q: measured_loss(q, False, C_ox, r_sub))

# state density rising by a factor e per 0.2 eV toward the majority band
E_SCALE = 0.2


def sloped_loss(ln_w, slope):
    y = np.exp(ln_w) * tau * np.exp(-V_SHIFT)
    local = np.exp(slope * V_SHIFT) * energy_loss(y, slope)
    return e * D_ex * np.sum(Q_WEIGHT * local)


s_flat, D_flat = extract(lambda q: sloped_loss(q, 0.0))
assert abs(s_flat - s_ex) < 1e-4 and abs(D_flat / D_ex - 1) < 1e-4
s_slope, D_slope = extract(lambda q: sloped_loss(q, kT / E_SCALE))


def misplaced(factor):
    """Apparent sigma/kT and D/D_true if the peak is set at factor*omega_p."""
    z = row(s_ex)[0] + np.log(factor)
    s, f_d = invert(F(z + LN5, s_ex) / F(z, s_ex))
    return s, F(z, s_ex) / f_d


charge = np.sqrt(2 * (np.exp(-u_mean) + u_mean - 1)) * eps_si * kT / debye
field = charge / eps_ox * 1e-6                 # MV/cm
beyond = norm.sf((np.log(doping / n_i) - u_mean) / s_ex)

# ------------------------------------------------------------------ output
print("TABLE at 300 K; s = sigma/kT, x_p = omega_p*tau")
print("  s   sigma(eV)  x_p     f_D     r(5wp)  r(wp/5)  dr/ds")
for s, (zp, fd, r, r_low) in zip(S_NODES, TABLE):
    print(f" {s:3.1f}  {s*kT:7.4f}  {np.exp(zp):6.4f}  {fd:6.4f}"
          f"  {r:6.4f}  {r_low:6.4f}  {s*slopes(s)[1]:6.4f}")
print(f"largest interpolation error in s: {err_s:.4f}")
print(f"largest interpolation error in f_D: {100*err_f:.3f} %")
print(f"wide-spread formula at s=5: f_D = {f_wide:.4f}, s = {s_wide:.3f}")
print(f"ratio r for a single trap level (refused): {r_single:.4f}")
print(f"one level, loss from time integration: {loss_time:.6f}")
print(f"one level, loss from formula: {loss_level:.6f}")
print("EXAMPLE inputs")
print(f"kT = {kT:.5f} eV, T = {T:.0f} K")
print(f"oxide {t_ox_nm:.0f} nm, doping {doping:.1e} cm^-3")
print(f"capture coefficient (rough) {capture:.1e} cm3/s")
print(f"peak frequency {freq_p:.0f} Hz")
print(f"Gp/omega at peak {gp_p:.2e}, at 5x {gp_5:.2e} F/cm2")
print("EXAMPLE results")
print(f"ratio r = {r_ex:.4f}, key 1/ln(1/r) = {1/np.log(1/r_ex):.4f}")
i_cell = np.searchsorted(KEY, 1 / np.log(1 / r_ex))
print(f"keys of neighbouring rows: {KEY[i_cell-1]:.4f}, {KEY[i_cell]:.4f}")
print(f"table: s = {s_tab:.4f}, f_D = {fd_tab:.4f}")
print(f"direct solution: s = {s_ex:.4f}, f_D = {fd_ex:.4f}")
print(f"sigma from table = {s_tab*kT:.4f} eV")
print(f"D from table = {D_tab:.4e} 1/(eV cm2)")
print(f"D from direct solution = {D_ex:.4e} 1/(eV cm2)")
print(f"D ignoring fluctuations = {D_plain:.4e} 1/(eV cm2)")
print(f"tau from table = {np.exp(zp_tab)/omega_p:.3e} s")
print(f"expected check ratio at omega_p/5 = {row(s_ex)[3]:.4f}")
print("NEGLECTED EFFECTS: apparent sigma (eV), change of D (%)")
for name, s, ratio in (
        ("patchwise oxide and depletion", s_patch, D_patch / D_ex),
        ("D rising e-fold per 0.2 eV", s_slope, D_slope / D_ex),
        ("series resistance 0.025 ohm cm2", s_res, D_res / D_ex),
        ("peak set 10% too high", *misplaced(1.1)),
        ("peak set 10% too low", *misplaced(0.9)),
        ("ratio r 2% too high", invert(1.02 * r_ex)[0],
         fd_ex / invert(1.02 * r_ex)[1])):
    print(f" {name}: {s*kT:.4f} eV, {100*(ratio-1):+.2f} %")
print(f"mean band bending {u_mean*kT:.4f} eV")
print(f"depletion width {eps_si/depletion_cap(u_mean)*1e7:.0f} nm")
print(f"area fraction beyond midgap {beyond:.2e}")
print(f"oxide field without oxide charge {field:.4f} MV/cm")
print("checks complete")
```

Output:

```
TABLE at 300 K; s = sigma/kT, x_p = omega_p*tau
  s   sigma(eV)  x_p     f_D     r(5wp)  r(wp/5)  dr/ds
 0.0   0.0000  1.9803  0.4024  0.5767  0.4572  0.0000
 0.5   0.0129  2.0751  0.3766  0.6096  0.5300  0.1271
 1.0   0.0259  2.2219  0.3259  0.6883  0.6554  0.1690
 1.5   0.0388  2.3395  0.2772  0.7665  0.7538  0.1386
 2.0   0.0517  2.4259  0.2370  0.8258  0.8206  0.0998
 2.5   0.0646  2.4887  0.2050  0.8679  0.8656  0.0703
 3.0   0.0776  2.5349  0.1797  0.8976  0.8965  0.0500
 3.5   0.0905  2.5694  0.1593  0.9189  0.9184  0.0362
 4.0   0.1034  2.5956  0.1428  0.9346  0.9343  0.0268
 4.5   0.1163  2.6158  0.1291  0.9462  0.9461  0.0203
 5.0   0.1293  2.6316  0.1178  0.9552  0.9551  0.0156
largest interpolation error in s: 0.0063
largest interpolation error in f_D: 0.257 %
wide-spread formula at s=5: f_D = 0.1175, s = 4.976
ratio r for a single trap level (refused): 0.3846
one level, loss from time integration: 0.102148
one level, loss from formula: 0.102148
EXAMPLE inputs
kT = 0.02585 eV, T = 300 K
oxide 10 nm, doping 1.0e+16 cm^-3
capture coefficient (rough) 1.0e-08 cm3/s
peak frequency 10000 Hz
Gp/omega at peak 5.00e-09, at 5x 4.00e-09 F/cm2
EXAMPLE results
ratio r = 0.8000, key 1/ln(1/r) = 4.4814
keys of neighbouring rows: 3.7597, 5.2248
table: s = 1.7641, f_D = 0.2550
direct solution: s = 1.7621, f_D = 0.2550
sigma from table = 0.0456 eV
D from table = 1.2237e+11 1/(eV cm2)
D from direct solution = 1.2238e+11 1/(eV cm2)
D ignoring fluctuations = 7.7559e+10 1/(eV cm2)
tau from table = 3.791e-05 s
expected check ratio at omega_p/5 = 0.7921
NEGLECTED EFFECTS: apparent sigma (eV), change of D (%)
 patchwise oxide and depletion: 0.0455 eV, +0.37 %
 D rising e-fold per 0.2 eV: 0.0474 eV, +5.40 %
 series resistance 0.025 ohm cm2: 0.0466 eV, +1.40 %
 peak set 10% too high: 0.0413 eV, -5.14 %
 peak set 10% too low: 0.0511 eV, +6.69 %
 ratio r 2% too high: 0.0492 eV, +4.53 %
mean band bending 0.2131 eV
depletion width 156 nm
area fraction beyond midgap 7.82e-04
oxide field without oxide charge 0.0722 MV/cm
checks complete
```
